The symmetric double-probe characteristic and its zero-bias slope, derived twice

**What symmetry and dimensions fix**

Two identical metal probes stand in a plasma and are joined only through a floating voltage source. The source holds V = V₁ − V₂, where V₁ and V₂ are the probe potentials. Let I be the conventional current that passes from probe 1 into the plasma. It is positive when probe 1 collects more electrons than ions. Because the circuit has no other connection, the same current returns from the plasma into probe 2.

Exchanging the labels of the probes reverses both V and I. If the probes are identical and the plasma is the same at both, the characteristic is odd:

I(−V) = −I(V), and therefore I(0) = 0.

Suppose each probe receives a constant ion current I_sat, and an electron current I_e0 exp[−(Vp − Vj)/Te]. Here Vp is the plasma potential, Vj the potential of probe j, and Te the electron temperature in volts, numerically equal to its value in eV. The constants I_e0 and Vp enter only through the product I_e0 exp(−Vp/Te). This product is not set by the source: the whole circuit floats until the two probe currents cancel. Current conservation thus eliminates it, and the quantities left are one current, I_sat, and two voltages, V and Te. Dimensional consistency then requires

I = I_sat F(V/Te), with F odd.

At large positive V, probe 2 repels nearly all electrons and keeps its ion current, so F → 1. The zero-bias slope must be F′(0) I_sat/Te. What remains is to find F, and in particular the number F′(0), which turns out to be 1/2.

**The two currents to one probe**

Write φ = Vp − Vj for the retarding potential at a probe, and let φ ≥ 0. Let f(E) describe an isotropic electron distribution, with E in eV and ∫√E f dE = 1. At a flat surface an electron arriving at angle θ to the normal gets through if E cos²θ > φ. With μ = cos θ, the flux is

Γ = n ∫ √E f v [(1/2) ∫ μ dμ] dE,

where n is the electron density, v = √(2eE/m), e is the elementary charge and m the electron mass. The inner integral runs from √(φ/E) to 1, so the bracket equals (1/4)(1 − φ/E). Hence

Γ = (n/4) √(2e/m) ∫ (E − φ) f(E) dE, taken from E = φ upward.

For a Maxwellian, f = 2 exp(−E/Te)/(√π Te^(3/2)). The substitution x = E − φ gives ∫ x exp(−x/Te) dx = Te², so the integral in Γ is 2√(Te/π) exp(−φ/Te). For a probe of area A,

I_e = I_e0 exp(−φ/Te), I_e0 = eAn √(eTe/(2πm)).

The same holds for a long cylinder of radius r, whatever its sheath thickness. Let an electron cross a surface of radius s > r, where the potential is Vp, with inward speed v_r and tangential speed v_t. Angular momentum conservation makes its tangential speed v_t s/r at the probe. It arrives without collisions if

v_r² ≥ 2eφ/m + (s²/r² − 1) v_t².

This condition at the surface suffices because the electric and centrifugal barriers both rise inward. The collected rate per unit length is 2πs n ∫∫ v_r g dv_r dv_t, with g = (m/(2πeTe)) exp[−m(v_r² + v_t²)/(2eTe)]. Integrating over v_r from its minimum leaves

2πs n (1/(2π)) exp(−φ/Te) ∫ exp[−m s² v_t²/(2eTe r²)] dv_t.

The remaining Gaussian integral is (r/s) √(2πeTe/m). The radius s cancels, leaving 2πr n √(eTe/(2πm)) exp(−φ/Te), which is the flat-surface flux times the cylinder's own circumference.

For the ions, the derivations need only a constant I_sat. The example also needs its size. Let cold ions of mass M enter the sheath at speed u. After a small further potential drop χ, energy conservation and continuity lower the ion density by the fraction eχ/(Mu²), while the electron density falls by χ/Te. The space charge is not negative if u² ≥ eTe/M. Taking the equality gives the Bohm speed u_B = √(eTe/M). The ions gain this speed by falling through Te/2, where the Boltzmann factor has reduced the density to n exp(−1/2). Thus

I_sat = exp(−1/2) e n u_B A.

An isolated probe floats where I_e = I_sat, at a retarding potential

φ_f = Te ln(I_e0/I_sat) = Te [1/2 + (1/2) ln(M/(2πm))].

**First derivation: divide the electron currents**

Let both probes see the same plasma potential. Then φ₂ − φ₁ = V₁ − V₂ = V. The two probe currents are

I = I_e0 exp(−φ₁/Te) − I_sat,
−I = I_e0 exp(−φ₂/Te) − I_sat.

Moving I_sat to the left gives the electron current at each probe, I_sat + I at probe 1 and I_sat − I at probe 2. Dividing one by the other removes I_e0 and the unknown plasma potential:

(I_sat + I)/(I_sat − I) = exp[(φ₂ − φ₁)/Te] = exp(V/Te).

Multiply out and collect I:

I [exp(V/Te) + 1] = I_sat [exp(V/Te) − 1].

Multiplying both sides by exp(−V/(2Te)) turns the brackets into 2 cosh(V/(2Te)) and 2 sinh(V/(2Te)). Therefore

I = I_sat tanh(V/(2Te)).

Differentiation gives

dI/dV = (I_sat/(2Te)) sech²(V/(2Te)),

and at V = 0

S₀ = I_sat/(2Te), or Te = I_sat/(2S₀).

The tangent at the origin reaches I_sat at V = 2Te. The slope alone does not give the temperature: I_sat must be known too. At fixed density the Bohm expression makes I_sat proportional to √Te, so S₀ varies as 1/√Te.

The result also shows how the bias is shared. The electron current at probe 1 is I_sat[1 + tanh(V/(2Te))], while at floating it is I_sat. For V > 0 the probe therefore rises above its floating potential by

φ_f − φ₁ = Te ln[1 + tanh(V/(2Te))] < Te ln 2.

The rest of the bias drives probe 2 negative. Both probes remain at or below the plasma potential for every bias if I_e0 ≥ 2I_sat.

**Second derivation: two sheath resistances in series**

Consider a small change of bias instead. Raising Vj by dVj relative to the plasma changes the electron current by I_e dVj/Te, because the current is exponential. With constant ion current, the differential conductance of each sheath is its electron current divided by Te:

g₁ = (I_sat + I)/Te, g₂ = (I_sat − I)/Te.

For probe 1, dI = g₁ d(V₁ − Vp). For probe 2 the current has the opposite sign, so −dI = g₂ d(V₂ − Vp). Subtracting the two potential changes gives

dV = (1/g₁ + 1/g₂) dI = 2I_sat Te dI/(I_sat² − I²).

The sheath resistances add, as in any series circuit. At V = 0 symmetry requires I = 0, each conductance is I_sat/Te, and two equal ones in series give I_sat/(2Te). This is the origin of the factor 1/2: half of a small bias falls across each sheath.

For the whole curve set y = I/I_sat. The equation becomes

dy/dV = (1 − y²)/(2Te), y(0) = 0.

Since the derivative of tanh u is 1 − tanh² u, the solution is y = tanh(V/(2Te)). The saturation is now a statement about resistance: as I approaches I_sat, probe 2 loses its electrons, g₂ tends to zero, and further bias falls almost wholly across its sheath.

**Two limits and one failure**

For small bias,

I ≈ (I_sat V/(2Te)) [1 − V²/(12Te²)].

A chord from −V to V therefore underestimates the slope by about the fraction V²/(12Te²), which is 1% at V ≈ 0.35Te. For large positive bias,

I ≈ I_sat [1 − 2 exp(−V/Te)],

so saturation is approached on the scale Te.

The condition I_e0 ≥ 2I_sat has a visible consequence when it fails. Take I_e0 = 1.5I_sat, and let both the electron current above the plasma potential and the ion current stay constant. Probe 1 reaches the plasma potential when 1 + tanh(V/(2Te)) = 1.5, that is at V = Te ln 3. Beyond this knee the current is I_e0 − I_sat = 0.5I_sat. For Te = 3 eV the knee lies at 3.296 V. At 9 V a numerical solution of the current balance gives I/I_sat = 0.5000, whereas the tanh would give 0.9051.

**A numerical case: a dense argon discharge**

Take rough values for an inductively coupled argon discharge of the kind used in etching: 10 mTorr, gas at 400 K, electron density 5.0×10¹¹ cm⁻³ and Te = 3.00 eV. Each probe is a wire of radius 0.50 mm and exposed length 5.0 mm, with an insulated end face. Its area is 2π × 0.50 × 5.0 = 15.71 mm².

The Bohm speed is 2.692 km/s, and the ion current expression gives I_sat = 2.0545 mA. The electron saturation current is 364.7 mA, so I_e0/I_sat = 177.5, far above the required 2. The floating drop is 3.00 × ln 177.5 = 15.54 V, and the more positive probe never rises more than 3.00 × ln 2 = 2.08 V above floating.

The predicted slope is

S₀ = 2.0545/(2 × 3.00) = 0.3424 mA/V.

At V = 6 V = 2Te the tanh law gives 2.0545 × tanh 1 = 1.5647 mA. Solving the circuit balance with the electron current integrated numerically over the energy distribution gives the same 1.5647 mA. Its numerical slope at the origin is also 0.3424 mA/V, which returns Te = 3.00 eV.

**When the ion current grows with voltage**

A real sheath thickens as the probe becomes more negative, and a wire then collects ions over a larger surface. For an estimate, treat the sheath as planar and free of electrons, with ions starting at negligible speed. If U is the potential drop from the sheath edge and J the ion current density, the charge density is J/√(2eU/M). Integrating Poisson's equation once, with zero field at the edge, gives

(ε₀/2)(dU/dx)² = 2J √(MU/(2e)).

Take the square root, separate U from x, and use ∫U^(−1/4) dU = (4/3)Δ^(3/4) for a total drop Δ:

s_sh = (2/3) √(ε₀/J) (2e/M)^(1/4) Δ^(3/4).

Now insert J = e n_s u_B, with n_s = n exp(−1/2) the density at the sheath edge, and define λ_s = √(ε₀Te/(e n_s)):

s_sh = (2^(5/4)/3) λ_s (Δ/Te)^(3/4), Δ = φ − Te/2.

The model ion current is I_i(φ) = I_sat(1 + s_sh/r). It neglects the electrons in the outer sheath and the gradual transition from the plasma, so it underestimates the absolute ion current to a wire of this size. It serves here to show how growth with voltage affects the inferred temperature. Here λ_s = 23.4 μm. The sheath is 57.9 μm thick at floating and 132.8 μm thick at the negative probe when V = 30 V.

The series argument extends to this case at once. The probe current is I_e − I_i, and φ falls as the probe potential rises, so the conductance gains the term +dI_i/dφ. At zero bias both sheaths are equal, and

S₀ = (1/2)[I_i(φ_f)/Te + dI_i/dφ].

With the ion current at floating now 2.2925 mA and its growth 0.01302 mA/V,

S₀ = (2.2925/3.00 + 0.01302)/2 = 0.3886 mA/V.

If the current at 30 V, 2.6001 mA, is taken for I_sat, the simple formula yields 2.6001/(2 × 0.3886) = 3.35 eV, 12% above the true value. Most of the error comes from the current, which is 13% above its value at floating; the steeper slope offsets about 2%.

The formula for S₀ suggests a correction. On the saturated branch the current is nearly I_i(φ₂), so the branch slope B estimates dI_i/dφ, and the branch's straight-line intercept I_x at V = 0 estimates I_i(φ_f). Then

Te ≈ I_x/(2S₀ − B).

A fit from 18 to 30 V gives I_x = 2.2720 mA and B = 0.01103 mA/V, hence Te = 2.97 eV, about 1% low. The residue arises because the intercept is 0.9% below the ion current at floating, and B is somewhat below the growth rate there. The intercept is only an approximate I_i(φ_f), since φ₂ = φ₁ + V and φ₁ lies about 2 V below φ_f on the branch, and the result depends on the fit window. In the same model 24 to 30 V gives 2.99 eV, while 12 to 24 V gives 2.84 eV, about 5% low. At 12 V the electron term 2 exp(−V/Te) is still about 4%, so the fit should start at several Te beyond the bend.

**When the electrons are not Maxwellian**

Keep the ion current constant but leave I_e(φ) general. The conductance of each sheath at zero bias is then |dI_e/dφ| at φ_f, and the slope is half of this. Since I_e(φ_f) = I_sat, the temperature inferred from I_sat/(2S₀) is

T_app = I_e/|dI_e/dφ| = ∫(E − φ_f) f dE / ∫ f dE,

with both integrals taken from φ_f upward. The second form follows by differentiating the flux integral; its lower limit contributes nothing because E − φ vanishes there. Thus the slope measures how fast the distribution falls above φ_f, not the mean energy.

In the Maxwellian example only electrons above 15.54 − 2.08 = 13.46 eV are collected at any bias, although the mean energy is 4.50 eV. As a strong illustration, replace the Maxwellian by a Druyvesteyn distribution, f ∝ exp(−bE²), with b chosen to keep the mean energy at 4.50 eV. Hold the ion current at 2.0545 mA. The floating drop becomes 10.64 V and the inferred temperature 1.40 eV, less than half of the 3.00 eV that corresponds to the mean energy.

**What each derivation assumes**

Both derivations of the full tanh use the same physical model: identical probes with separate sheaths, constant ion current, and exponential electron current at both probes. They differ in where these assumptions act.

The division method compares two finite electron currents. It needs one exponential law to connect φ₁ with φ₂, and it does not need the floating potential. It also shows directly what happens if the plasma potentials differ. With δ = Vp₁ − Vp₂, the relation becomes φ₂ − φ₁ = V − δ, so

I = I_sat tanh[(V − δ)/(2Te)].

The slope at V = 0 is reduced by sech²(δ/(2Te)). For δ = 0.50 V the inferred temperature rises from 3.00 to 3.02 eV. Taking the slope where I = 0, rather than where V = 0, removes this error within the model.

The series method is local. Its zero-bias slope needs the two currents only near φ_f, which is why it accommodates a growing ion current or another electron distribution without a new solution of the whole curve. To recover the tanh, however, the exponential law must again hold over the full range of φ traversed. Equality of the plasma potentials enters as the initial condition I(0) = 0; with an offset, the condition is I(δ) = 0.

**The model beside a real discharge**

The density chosen is toward the high end for such argon discharges, and a wire 1 mm in diameter is thick for a probe. Both choices reduce the ratio of sheath thickness to radius. At a fixed plasma state and sheath drop, s_sh/r grows as 1/r: a wire of radius 0.1 mm would have a ratio near 0.6 at floating, large enough for the curvature neglected in the planar estimate to matter. Ion collisions are rare within the sheath. With a rough cross-section of 10⁻¹⁴ cm², the ion mean free path is about 4 mm, roughly 30 times the thicker sheath and 8 times the probe radius. Collisions farther out, where the ions are first accelerated, can still lower I_sat somewhat. Within the constant-current model this does not change the inferred Te, because I_sat is measured. The Maxwellian tail is a less certain assumption. Argon atoms are excited by electrons above roughly 12 eV and ionized above roughly 16 eV, so inelastic collisions remove energy from the very electrons the probe collects. Electron–electron collisions act toward a Maxwellian. The Druyvesteyn result is neither a prediction for this discharge nor a bound, but it shows that the shape of the tail can change the inferred temperature by a factor of two, against 12% for the uncorrected sheath growth. The remaining values are in the numerical output below.

Table of computed values

```
Te input = 3.00 eV
electron density = 5.0e+11 cm^-3
argon pressure = 10 mTorr
gas temperature = 400 K
probe radius = 0.50 mm
probe length = 5.0 mm
probe area = 15.71 mm^2
Bohm speed = 2.692 km/s
I_sat = 2.0545 mA
I_e0 = 364.7 mA
I_e0/I_sat = 177.5
floating drop phi_f = 15.537 V
largest rise Te ln2 = 2.079 V
V =  -6.0 V: solved -1.5647 mA, tanh -1.5647 mA
V =   1.0 V: solved 0.3393 mA, tanh 0.3393 mA
V =   3.0 V: solved 0.9494 mA, tanh 0.9494 mA
V =   6.0 V: solved 1.5647 mA, tanh 1.5647 mA
V =  12.0 V: solved 1.9806 mA, tanh 1.9806 mA
V =  30.0 V: solved 2.0543 mA, tanh 2.0543 mA
zero-bias slope, solved = 0.34241 mA/V
I_sat/(2Te) = 0.34241 mA/V
Te recovered = 3.0000 eV
tangent meets I_sat at V = 6.000 V
electron-poor case: knee = 3.296 V
electron-poor case: I/I_sat at 9 V = 0.5000
tanh value there = 0.9051
sheath-edge Debye length = 23.4 um
sheath at expanded floating point = 57.9 um
sheath, negative probe, 30 V = 132.8 um
expanding: floating drop = 15.208 V
expanding: ion current at floating = 2.2925 mA
expanding: dI_i/dphi at floating = 0.01302 mA/V
expanding: zero-bias slope = 0.38859 mA/V
expanding: current at 30 V = 2.6001 mA
expanding: naive Te = 3.346 eV
branch fit 18-30 V: slope = 0.01103 mA/V
branch fit: intercept at V=0 = 2.2720 mA
expanding: corrected Te = 2.965 eV
Druyvesteyn: mean energy = 4.500 eV
Druyvesteyn: floating drop = 10.636 V
Druyvesteyn: apparent Te = 1.399 eV
plasma-potential offset = 0.50 V
offset: apparent Te = 3.021 eV
ion cross-section (rough) = 1e-14 cm^2
ion mean free path = 4.14 mm
```
